# Star-Triangle Uniqueness and a Two-Loop Kite with Noninteger Indices, part 2

The task is to evaluate the massless scalar two-loop kite with Euclidean external momentum \(p\ne0\) in \(d\) dimensions,

\[
K(p)=\int\frac{d^dk\,d^dq}
{[k^2]^{\alpha_1}[q^2]^{\alpha_2}[(q-p)^2]^{\alpha_3}[(k-p)^2]^{\alpha_4}[(k-q)^2]^{\alpha_5}} .
\]

The indices \(\alpha_i\) are real and positive. The measure contains no factors of \(2\pi\); with the measure \(d^dk\,d^dq/(2\pi)^{2d}\), the result is divided by \((2\pi)^{2d}\).

Read the integrand as a graph with points \(0,p,k,q\), in which each line joins two points. A vertex is unique when its three indices sum to \(d\). At \(k\) this means

\[
\alpha_1+\alpha_4+\alpha_5=d ,
\]

which is assumed below unless stated otherwise. Define

\[
a(\alpha)=\frac{\Gamma(d/2-\alpha)}{\Gamma(\alpha)} ,
\]

so that \(a(d/2-\alpha)=1/a(\alpha)\).

Two results proved earlier are used. With \(x_{ij}=x_i-x_j\), the star-triangle relation is

\[
\int d^dy\prod_{i=1}^3[(y-x_i)^2]^{-\alpha_i}
=\frac{\pi^{d/2}a(\alpha_1)a(\alpha_2)a(\alpha_3)}
{[x_{12}^2]^{d/2-\alpha_3}[x_{13}^2]^{d/2-\alpha_2}[x_{23}^2]^{d/2-\alpha_1}}
\]

for distinct points \(x_i\) and a unique vertex with each index below \(d/2\). Here \(\alpha_1,\alpha_2,\alpha_3\) are the indices of a general star, not lines 1, 2 and 3 of the kite. Each triangle side has index \(d/2\) minus that of the opposite star line. The chain rule is

\[
\int\frac{d^dy}{[y^2]^\alpha[(y-x)^2]^\beta}
=\frac{\pi^{d/2}a(\alpha)a(\beta)a(d-\alpha-\beta)}{[x^2]^{\alpha+\beta-d/2}}
\]

for \(0<\alpha,\beta<d/2\) and \(\alpha+\beta>d/2\). The number \(d-\alpha-\beta\) is called the third index of the chain.

The computed results at the end also test these two relations. One entry there takes a star with three equal indices \(\alpha\) in \(d=3\), multiplied by the product of the three side lengths to the power \(2\alpha-1\), and compares triangles with sides \((1,2.5,2.5)\) and \((1,1,1)\). The ratio would be 1 if the star were a product of side powers.

### First integration: the star at \(k\)

Assume \(\alpha_1,\alpha_4,\alpha_5<d/2\). Since the integrand is positive, the \(k\) integration may be done first. The star ends at \(0\) with index \(\alpha_1\), at \(p\) with index \(\alpha_4\), and at \(q\) with index \(\alpha_5\). For each side of the triangle, the opposite line is the one ending at the point not on that side:

\[
\int\frac{d^dk}{[k^2]^{\alpha_1}[(k-p)^2]^{\alpha_4}[(k-q)^2]^{\alpha_5}}
=\frac{\pi^{d/2}a(\alpha_1)a(\alpha_4)a(\alpha_5)}
{[p^2]^{d/2-\alpha_5}[q^2]^{d/2-\alpha_4}[(q-p)^2]^{d/2-\alpha_1}} .
\]

The side joining \(0\) and \(p\) does not contain \(q\), so it leaves the remaining integral as an external factor. The other two sides run parallel to lines 2 and 3. Parallel lines multiply, so their indices add:

\[
\beta_2=\alpha_2+\frac d2-\alpha_4,\qquad
\beta_3=\alpha_3+\frac d2-\alpha_1 .
\]

### Second integration: the chain at \(q\)

The remaining integral is a chain from \(0\) to \(p\) with indices \(\beta_2\) and \(\beta_3\). Its third index is

\[
\gamma=d-\beta_2-\beta_3=\alpha_1+\alpha_4-\alpha_2-\alpha_3 .
\]

The total power of \(1/p^2\) comes from the external side and from the chain:

\[
\left(\frac d2-\alpha_5\right)+\left(\beta_2+\beta_3-\frac d2\right)
=-\alpha_5+\alpha_2+\alpha_3+d-\alpha_1-\alpha_4
=\alpha_2+\alpha_3 .
\]

The last step uses uniqueness once more. The result is

\[
\boxed{\;
K(p)=\frac{\pi^d\,a(\alpha_1)a(\alpha_4)a(\alpha_5)\,a(\beta_2)a(\beta_3)a(\gamma)}
{[p^2]^{\alpha_2+\alpha_3}}
\;}
\]

Dimensional analysis gives the same power: \(K\) scales as \(|p|^{2d-2\sum_i\alpha_i}\), and \(\sum_i\alpha_i-d=\alpha_2+\alpha_3\).

For implementation it helps to expose the differences that control convergence. From the definitions,

\[
\frac d2-\beta_2=\alpha_4-\alpha_2,\qquad
\frac d2-\beta_3=\alpha_1-\alpha_3,\qquad
\frac d2-\gamma=\alpha_2+\alpha_3+\alpha_5-\frac d2 .
\]

In the last equality \(\alpha_1+\alpha_4\) was replaced by \(d-\alpha_5\). Hence

\[
a(\beta_2)a(\beta_3)a(\gamma)=
\frac{\Gamma(\alpha_4-\alpha_2)\,\Gamma(\alpha_1-\alpha_3)\,
\Gamma(\alpha_2+\alpha_3+\alpha_5-d/2)}
{\Gamma(\beta_2)\,\Gamma(\beta_3)\,\Gamma(\gamma)} .
\]

### Where the integral converges

The chain requires \(\beta_2<d/2\), \(\beta_3<d/2\) and \(\beta_2+\beta_3>d/2\). Together with the star conditions, the domain is

\[
\alpha_1,\alpha_4,\alpha_5<\frac d2,\qquad
\alpha_2<\alpha_4,\qquad
\alpha_3<\alpha_1,\qquad
\alpha_2+\alpha_3+\alpha_5>\frac d2 .
\]

Positivity of \(\beta_2\) and \(\beta_3\) follows from the positive \(\alpha_2,\alpha_3\) and the star conditions. For an integrand that is positive everywhere, the double integral is finite if and only if the successive integrals are. These inequalities are thus necessary as well as sufficient on the uniqueness surface.

Each of the last three inequalities belongs to a region of loop momentum:

- When \(k\) and \(q\) approach zero together, lines 1, 2 and 5 are singular. Power counting requires \(\alpha_1+\alpha_2+\alpha_5<d\), which uniqueness turns into \(\alpha_2<\alpha_4\).
- When both approach \(p\), lines 3, 4 and 5 are singular. The condition \(\alpha_3+\alpha_4+\alpha_5<d\) becomes \(\alpha_3<\alpha_1\).
- When \(q\to\infty\) at fixed \(k\), lines 2, 3 and 5 must fall fast enough. This requires \(\alpha_2+\alpha_3+\alpha_5>d/2\).

Outside the domain the integral diverges, although the gamma functions may still return a finite number. That number is the analytic continuation of the formula along the uniqueness surface. It is not the value of the original integral.

### A divergent case that can be traced

The kite with all five indices equal to 1 in \(d=3\) satisfies uniqueness but violates \(\alpha_2<\alpha_4\) and \(\alpha_3<\alpha_1\), since both become equalities. To see the divergence, set \(\alpha_2=\alpha_3=1-\eta\), with small \(\eta>0\), and keep the other indices at 1. Then \(\beta_2=\beta_3=3/2-\eta\) and \(\gamma=2\eta\). As \(\eta\to0\),

\[
a(\beta_2)a(\beta_3)a(\gamma)
=\frac{\Gamma(\eta)^2\,\Gamma(3/2-2\eta)}{\Gamma(3/2-\eta)^2\,\Gamma(2\eta)}
\simeq\frac{2}{\eta\,\Gamma(3/2)}=\frac{4}{\eta\sqrt\pi} ,
\]

because \(\Gamma(\eta)^2/\Gamma(2\eta)\simeq2/\eta\) and \(\Gamma(3/2)=\sqrt\pi/2\). With \(a(1)=\Gamma(1/2)/\Gamma(1)=\sqrt\pi\), the leading term is

\[
K\simeq\pi^3\,\pi^{3/2}\,\frac4{\eta\sqrt\pi}\,\frac1{p^4}
=\frac{4\pi^4}{\eta\,p^4} .
\]

The same coefficient follows from the singular regions. After the star integration, the integrand near \(q=0\) is

\[
\frac{\pi^3}{|p|\,|q|\,|q-p|}\,\frac1{|q|^{2-2\eta}|q-p|^{2-2\eta}}
\simeq\frac{\pi^3}{p^4}\,\frac1{|q|^{3-2\eta}} ,
\]

where \(\eta\) has been set to zero in the power of \(|p|\). Its integral over a small ball has the pole \((\pi^3/p^4)\,4\pi/(2\eta)=2\pi^4/(\eta p^4)\). The region near \(q=p\) contributes the same amount, and the sum is \(4\pi^4/(\eta p^4)\). The divergence is thus an infrared one, from soft momenta in two corners of the diagram.

### Checks from symmetry and from a removed line

The change of variables \(k\to p-k\), \(q\to p-q\) exchanges indices \(1\leftrightarrow4\) and \(2\leftrightarrow3\). Under this exchange \(\beta_2\leftrightarrow\beta_3\), while \(\gamma\) is unchanged, so the formula has the required symmetry.

Exchanging the names \(k\) and \(q\) swaps \(1\leftrightarrow2\) and \(3\leftrightarrow4\). If the unique vertex is \(q\), so that \(\alpha_2+\alpha_3+\alpha_5=d\), the formula applies after this relabelling.

A stronger check is to remove line 3. The derivation allows \(\alpha_3=0\), provided the other conditions hold. In this case \(\beta_3=d/2-\alpha_1\), so \(a(\beta_3)=1/a(\alpha_1)\), and \(\gamma=\alpha_1+\alpha_4-\alpha_2=d-\alpha_2-\alpha_5\). The formula reduces to

\[
K=\frac{\pi^d\,a(\alpha_4)a(\alpha_5)a(\beta_2)a(d-\alpha_2-\alpha_5)}{[p^2]^{\alpha_2}} .
\]

Now integrate in the other order, without the star-triangle relation. The \(q\) integral is a chain from \(0\) to \(k\),

\[
\pi^{d/2}a(\alpha_2)a(\alpha_5)a(d-\alpha_2-\alpha_5)\,
[k^2]^{d/2-\alpha_2-\alpha_5} .
\]

It raises the index of line 1 to \(\alpha_1+\alpha_2+\alpha_5-d/2=\alpha_2+d/2-\alpha_4=\beta_2\). The \(k\) integral is then a chain with indices \(\beta_2\) and \(\alpha_4\). Its third index is \(d-\beta_2-\alpha_4=d/2-\alpha_2\), so its coefficient is

\[
\pi^{d/2}a(\beta_2)a(\alpha_4)a(d/2-\alpha_2)
=\pi^{d/2}\,\frac{a(\beta_2)a(\alpha_4)}{a(\alpha_2)} .
\]

The two factors \(a(\alpha_2)\) cancel in the product, which agrees with the reduced formula.

### Worked example with two half-integer lines

Take \(d=3\) and \((\alpha_1,\ldots,\alpha_5)=(1,\tfrac12,\tfrac12,1,1)\). The loop indices sum to 3. The chain indices are \(\beta_2=\beta_3=\tfrac12+\tfrac32-1=1\), and \(\gamma=1\). All six \(a\)-factors equal \(a(1)=\sqrt\pi\), so

\[
K(p)=\frac{\pi^3(\sqrt\pi)^6}{p^2}=\frac{\pi^6}{p^2},
\qquad
\frac{K(p)}{(2\pi)^6}=\frac1{64\,p^2} .
\]

This case can be followed by eye. The star gives \(\pi^3/(|p||q||q-p|)\). Its two \(q\)-dependent sides combine with the half-integer lines into \(1/[q^2(q-p)^2]\), whose integral is \(\pi^3/|p|\).

In units of a chosen reference momentum, \(K=961.389\) at \(|p|=1\). At \(|p|=2\) it is \(961.389/4=240.347\).

### Worked example with five noninteger indices

Now take \(d=3\) and

\[
(\alpha_1,\ldots,\alpha_5)=(0.95,\,0.50,\,0.45,\,1.10,\,0.95).
\]

The sum at \(k\) is \(0.95+1.10+0.95=3\), and these three indices lie below 1.5. The other conditions hold because \(0.50<1.10\), \(0.45<0.95\) and \(0.50+0.45+0.95=1.90>1.5\). The chain has

\[
\beta_2=0.50+1.50-1.10=0.90,\quad
\beta_3=0.45+1.50-0.95=1.00,\quad
\gamma=3-0.90-1.00=1.10 .
\]

The two stages give, before the powers of momentum are attached,

\[
\begin{aligned}
\text{star:}\quad&\pi^{3/2}(1.566842)(2.331590)(1.566842)=31.8733,\\
\text{chain:}\quad&\pi^{3/2}(1.393554)(1.772454)(2.331590)=32.0683 .
\end{aligned}
\]

Their product is \(K=1022.12\) at \(|p|=1\). The power of \(1/p^2\) is \(0.50+0.45=0.95\), so at \(|p|=2\)

\[
K=1022.12\times4^{-0.95}=273.87 .
\]

With the factor \((2\pi)^{-6}\) included, the value at \(|p|=1\) is 0.016612.

A Monte Carlo evaluation of the original six-dimensional integral gives \(1022.1\pm0.7\) at \(|p|=1\), where the uncertainty is one standard error. It uses neither the star-triangle relation nor the chain rule. The numerical output lists this comparison and the corresponding one for the half-integer case.

### Notes for implementation

Choose \(\alpha_1\) and \(\alpha_4\), and compute \(\alpha_5=d-\alpha_1-\alpha_4\) instead of reading it as an independent input. Then test the convergence inequalities before evaluating gamma functions. If all five indices are given, check that \(\alpha_1+\alpha_4+\alpha_5=d\) within rounding. If this fails but \(\alpha_2+\alpha_3+\alpha_5=d\), exchange the labels \(1\leftrightarrow2\) and \(3\leftrightarrow4\) first. If neither sum equals \(d\), the routine should reject the input, since the star integration is then not justified at either vertex. Rejection means only that the boxed formula does not apply. If \(\alpha_1+\alpha_2+\alpha_5=d/2\) or \(\alpha_3+\alpha_4+\alpha_5=d/2\), the relation read backwards turns that triangle into a star, and the kite reduces to three chains with a different product of gamma functions.

Inside the convergence domain, every gamma-function argument in the boxed result is positive. Its logarithm can therefore be formed as a sum of real log-gamma values, without tracking signs:

\[
\ln K=d\ln\pi-(\alpha_2+\alpha_3)\ln p^2
+\sum_{s}\left[\ln\Gamma(d/2-s)-\ln\Gamma(s)\right],
\]

where \(s\) runs over \(\alpha_1,\alpha_4,\alpha_5,\beta_2,\beta_3,\gamma\), and \(p^2\) is expressed in the square of the chosen momentum unit.

Near a boundary of the domain, use the differences written out above. For example, let \(\delta=\alpha_4-\alpha_2\) be small while the other conditions hold with a margin. Then \(\Gamma(\delta)\simeq1/\delta\), and an absolute error \(\epsilon\ll\delta\) in \(\delta\) produces a relative error of about \(\epsilon/\delta\) in \(K\). Computing \(\delta\) directly from the indices avoids the additional rounding incurred by first forming \(\beta_2\) and then subtracting it from \(d/2\).

## Computed results

```
Chain, d=3, indices 0.9 and 1.1, |x|=1 (dimensionless):
  quadrature 32.06828864, formula 32.06828864
Star integral at a unique vertex (dimensionless):
  d=2, indices (0.5, 0.7, 0.8), points [[0.0, 0.0], [1.0, 0.2], [0.3, 0.9]]
    quadrature 29.53365, formula 29.53365
  d=3, indices (0.8, 1.0, 1.2), points [[0.0, 0.0, 0.0], [1.0, 0.2, -0.1], [0.3, 0.9, 0.5]]
    quadrature 26.84428, formula 26.84428
Star times side powers, ratio of triangle (1,2.5,2.5) to (1,1,1), d=3:
  each index 1.0 (sum 3.0): 1.00000
  each index 1.3 (sum 3.9): 1.27424
Kite, d=3; Monte Carlo samples: 4000000
Kite A: indices 1..5 = (0.95, 0.5, 0.45, 1.1, 0.95)
  a(index 1), a(index 4), a(index 5) = 1.566842, 2.331590, 1.566842
  chain indices beta2 = 0.900, beta3 = 1.000, d-beta2-beta3 = 1.100
  their a-factors = 1.393554, 1.772454, 2.331590
  star factor = 31.873317, chain factor = 32.068289
  power of 1/p^2 = 0.950
  K at |p|=1: formula 1022.12274 (momentum unit = |p|)
  K at |p|=1: Monte Carlo 1022.092 +/- 0.700
  K at |p|=2 (same momentum unit): 273.87101
  K/(2 pi)^6 at |p|=1: 0.01661207
Kite B: indices 1..5 = (1.0, 0.5, 0.5, 1.0, 1.0)
  a(index 1), a(index 4), a(index 5) = 1.772454, 1.772454, 1.772454
  chain indices beta2 = 1.000, beta3 = 1.000, d-beta2-beta3 = 1.000
  their a-factors = 1.772454, 1.772454, 1.772454
  star factor = 31.006277, chain factor = 31.006277
  power of 1/p^2 = 1.000
  K at |p|=1: formula 961.38919 (momentum unit = |p|)
  K at |p|=1: Monte Carlo 961.344 +/- 0.731
  K at |p|=2 (same momentum unit): 240.34730
  K/(2 pi)^6 at |p|=1: 0.01562500
pi^6 = 961.38919, 1/64 = 0.01562500
```
